# The generalized Kohn-Sham operator of a τ-dependent functional

Suppose an exchange-correlation energy density $e$ depends on the orbitals through the positive kinetic energy density $\tau$. Both are energies per volume, so $v_\tau=\partial e/\partial\tau$ has no dimension. A small change of the orbitals changes the energy through $\tau$ by $\int v_\tau\,\delta\tau\,d^3r$, and $\tau$ is a sum of squares of orbital gradients. The resulting operator $\hat K$ is therefore linear in $v_\tau$, of second order in derivatives, and generated by a real quadratic form without a preferred direction. Its general shape is

$$\hat K=-a\nabla^2-\mathbf b\cdot\nabla+c ,$$

with real functions $a$, $\mathbf b$, $c$. Three requirements fix them.

- A constant orbital has no gradient and contributes nothing to the form. Hence $\hat K$ annihilates constants and $c=0$.
- The dimensional constant available is $\hbar^2/m$, an energy times a length squared. No separate length exists with which derivatives of $v_\tau$ could enter $a$, so $a=\kappa(\hbar^2/m)v_\tau$ with a pure number $\kappa$. If $e=\tau$, then $v_\tau=1$ and $\hat K$ must be the kinetic operator, so $\kappa=\tfrac12$.
- A real quadratic form gives a symmetric operator. Write $\hat K=-\mathrm{div}(a\nabla)+\mathbf w\cdot\nabla$ with $\mathbf w=\nabla a-\mathbf b$. The first term is symmetric, as shown below. Symmetry of the second requires, for all real $\varphi,\psi$ that vanish at the boundary,
$$0=\int(\varphi\,\mathbf w\cdot\nabla\psi-\psi\,\mathbf w\cdot\nabla\varphi)\,d^3r=\int\varphi\,(2\mathbf w\cdot\nabla\psi+\psi\,\mathrm{div}\,\mathbf w)\,d^3r .$$
Taking $\psi$ constant near a point gives $\mathrm{div}\,\mathbf w=0$ there; an arbitrary gradient then gives $\mathbf w=0$.

In hartree atomic units, used from here on, the form is thus

$$\hat K\psi=-\tfrac12\,\mathrm{div}(v_\tau\nabla\psi). \tag{1}$$

The two derivations below obtain this operator from the energy itself, together with the other terms of the orbital equation.

## Conventions

Consider a closed-shell system without a magnetic field. Each occupied spatial orbital has occupation $f=2$, and

$$n=f\sum_i|\psi_i|^2,\qquad \sigma=|\nabla n|^2,\qquad \tau=\frac f2\sum_i|\nabla\psi_i|^2 .$$

The functional is $E_{xc}=\int e(n,\sigma,\tau)\,d^3r$, with real partial derivatives $v_n$, $v_\sigma$, $v_\tau$. It is assumed differentiable at the densities considered. The total energy is

$$E=\int\tau\,d^3r+\int v_{\rm ext}n\,d^3r+E_H[n]+E_{xc},$$

where $v_{\rm ext}$ is the external potential and $E_H$ the Hartree energy, with $v_H=\delta E_H/\delta n$.

The factor in (1) belongs to this definition of $\tau$. If one uses $\tilde\tau=2\tau$ instead, then $\partial e/\partial\tilde\tau=\tfrac12v_\tau$, and the same operator reads $-\mathrm{div}[(\partial e/\partial\tilde\tau)\nabla]$. For a spin-polarized system, the variation is made for each spin $s$ separately, and $v_\tau$ is replaced by $\partial e/\partial\tau_s$.

## First derivation: varying the orbitals

Change one orbital, $\psi_i\to\psi_i+\delta\psi_i$. To first order,

$$\delta n=f(\delta\psi_i^*\psi_i+\psi_i^*\delta\psi_i)=2f\,\mathrm{Re}(\delta\psi_i^*\psi_i),$$

$$\delta\tau=\frac f2(\nabla\delta\psi_i^*\cdot\nabla\psi_i+\nabla\psi_i^*\cdot\nabla\delta\psi_i)=f\,\mathrm{Re}(\nabla\delta\psi_i^*\cdot\nabla\psi_i).$$

Since $\delta\sigma=2\nabla n\cdot\nabla\delta n$, the chain rule gives

$$\delta E_{xc}=\int\left(v_n\delta n+2v_\sigma\nabla n\cdot\nabla\delta n+v_\tau\delta\tau\right)d^3r. \tag{2}$$

For the middle term, the product rule is

$$2v_\sigma\nabla n\cdot\nabla\delta n=\mathrm{div}(2v_\sigma\,\delta n\,\nabla n)-2\,\mathrm{div}(v_\sigma\nabla n)\,\delta n .$$

For the last term it is

$$v_\tau\nabla\delta\psi_i^*\cdot\nabla\psi_i=\mathrm{div}(\delta\psi_i^*v_\tau\nabla\psi_i)-\delta\psi_i^*\,\mathrm{div}(v_\tau\nabla\psi_i).$$

The total divergences become surface integrals. They vanish if the fluxes decay fast enough at infinity, or if opposite faces of a periodic cell cancel. Then

$$\delta E_{xc}=2f\,\mathrm{Re}\int\delta\psi_i^*\left\{\left[v_n-2\,\mathrm{div}(v_\sigma\nabla n)\right]\psi_i-\tfrac12\mathrm{div}(v_\tau\nabla\psi_i)\right\}d^3r. \tag{3}$$

The factor $\tfrac12$ has a definite origin: $\delta\tau$ carries $f$, whereas $\delta n$ carries $2f$. Replacing $\delta\psi_i$ by $i\,\delta\psi_i$ probes the imaginary part of the same integral. The braces therefore contain the full functional derivative with respect to $\psi_i^*$, divided by $f$.

The kinetic energy is the case $e=\tau$, so it adds 1 to $v_\tau$. With the external and Hartree potentials, the complete operator is

$$\hat H=-\tfrac12\mathrm{div}\left[(1+v_\tau)\nabla\right]+v_{\rm ext}+v_H+v_n-2\,\mathrm{div}(v_\sigma\nabla n). \tag{4}$$

Orthonormality is imposed with multipliers $\lambda_{ji}$, which gives $f\hat H\psi_i=\sum_j\lambda_{ji}\psi_j$. Projection on $\psi_j$ shows that $\lambda_{ji}=f\langle\psi_j|\hat H\psi_i\rangle$. This matrix is Hermitian because $\hat H$ is, as proved next. A unitary mixing of the equally occupied orbitals leaves $n$ and $\tau$ unchanged, so $\lambda$ can be made diagonal with entries $f\varepsilon_i$:

$$\hat H\psi_i=\varepsilon_i\psi_i .$$

### Hermiticity

For two functions $\varphi$ and $\psi$, the terms $v_\tau\nabla\varphi^*\cdot\nabla\psi$ cancel in the difference

$$\varphi^*\mathrm{div}(v_\tau\nabla\psi)-\psi\,\mathrm{div}(v_\tau\nabla\varphi^*)=\mathrm{div}\left[v_\tau(\varphi^*\nabla\psi-\psi\nabla\varphi^*)\right].$$

Multiply by $-\tfrac12$ and integrate over a volume. Because $v_\tau$ is real,

$$\langle\varphi|\hat K\psi\rangle-\langle\hat K\varphi|\psi\rangle=-\tfrac12\oint v_\tau(\varphi^*\nabla\psi-\psi\nabla\varphi^*)\cdot d\mathbf S. \tag{5}$$

The operator is Hermitian on functions for which this flux vanishes. The remaining terms of (4) are real multiplicative functions, hence Hermitian too.

Expanding the divergence gives

$$\hat K\psi=-\tfrac12v_\tau\nabla^2\psi-\tfrac12\nabla v_\tau\cdot\nabla\psi .$$

The two terms belong together. When the flux in (5) vanishes, the Laplacian term alone has the asymmetry $\tfrac12\int\nabla v_\tau\cdot(\varphi^*\nabla\psi-\psi\nabla\varphi^*)\,d^3r$, which is in general not zero.

Hermiticity in this sense is weaker than self-adjointness. If $0<m\le1+v_\tau\le M$ with constants $m$ and $M$, the form $\tfrac12\int(1+v_\tau)|\nabla\psi|^2d^3r$ lies between $m$ and $M$ times the ordinary kinetic form. It is then closed on the same functions of finite kinetic energy, and a closed form bounded below defines a unique self-adjoint operator. Potentials may be added if they are small relative to this form.

These bounds are a condition on the functional and the density. Suppose instead that $1+v_\tau$ is negative throughout some region. Place there a real, normalized envelope $g$ and take $\psi=g\,e^{i\mathbf k\cdot\mathbf r}$. Then $|\nabla\psi|^2=|\nabla g|^2+k^2g^2$, and the form tends to $-\infty$ as $k$ grows. At fixed $v_\tau$ the combined kinetic operator has no lower bound.

## Second derivation: varying the density matrix

Now expand $\psi_i=\sum_\mu C_{\mu i}\chi_\mu$ in fixed basis functions, and define $P_{\mu\nu}=f\sum_iC_{\mu i}C_{\nu i}^*$ over the occupied orbitals. Substitution gives

$$n=\sum_{\mu\nu}P_{\mu\nu}\chi_\nu^*\chi_\mu,\qquad \tau=\tfrac12\sum_{\mu\nu}P_{\mu\nu}\nabla\chi_\nu^*\cdot\nabla\chi_\mu .$$

Both are linear in $P$, so their derivatives are the coefficients themselves. The chain rule gives $dE_{xc}=\sum_{\mu\nu}V_{\nu\mu}\,dP_{\mu\nu}$ with

$$V_{\nu\mu}=\int\left[v_n\chi_\nu^*\chi_\mu+2v_\sigma\nabla n\cdot\nabla(\chi_\nu^*\chi_\mu)\right]d^3r+K_{\nu\mu},$$

$$K_{\nu\mu}=\tfrac12\int v_\tau\nabla\chi_\nu^*\cdot\nabla\chi_\mu\,d^3r. \tag{6}$$

No integration by parts was used. Complex conjugation exchanges the two indices, so $K_{\nu\mu}^*=K_{\mu\nu}$ can be read off directly. Neither second derivatives of the basis functions nor the gradient of $v_\tau$ is needed. If the integral for $E_{xc}$ is replaced by a weighted sum over fixed points, the same steps show that $V$, including (6), evaluated with the same sum, is the derivative of the discretized $E_{xc}$.

The stationarity condition also follows without multipliers. Let $F$ be the matrix of $dE/dP$, that is, the kinetic, external and Hartree matrices plus $V$. Mix an unoccupied orbital $a$ into an occupied orbital $i$, $\psi_i\to\psi_i+\eta\psi_a$. This preserves orthonormality to first order, and

$$dP_{\mu\nu}=f(\eta\,C_{\mu a}C_{\nu i}^*+\eta^*C_{\mu i}C_{\nu a}^*).$$

With $F_{ai}=\sum_{\nu\mu}C_{\nu a}^*F_{\nu\mu}C_{\mu i}$ and $F_{ia}=F_{ai}^*$,

$$dE=f(\eta F_{ia}+\eta^*F_{ai})=2f\,\mathrm{Re}(\eta^*F_{ai}).$$

Real and imaginary $\eta$ together require $F_{ai}=0$. The occupied and unoccupied blocks can then be diagonalized separately without changing $P$. The result is $FC=SC\varepsilon$, where $S$ is the overlap matrix and $\varepsilon$ the diagonal matrix of orbital energies.

To recover the differential operator, replace the two basis functions in (6) by general functions $\varphi$ and $\psi$. If $v_\tau\nabla\psi$ is differentiable and its surface flux vanishes,

$$\tfrac12\int v_\tau\nabla\varphi^*\cdot\nabla\psi\,d^3r=\int\varphi^*\left[-\tfrac12\mathrm{div}(v_\tau\nabla\psi)\right]d^3r .$$

Since $\varphi$ is arbitrary, the bracket is $\hat K\psi$, in agreement with (1) and (3).

## What each derivation assumes

Both derivations need a differentiable $e$ and real $v_\tau$. Equal occupations were used only in the step to the eigenvalue equation; the operator (4) and the matrix (6) keep their form when each orbital has its own occupation $f_i$. They differ in the smoothness they require.

The first needs differentiable fluxes $v_\tau\nabla\psi$ and $v_\sigma\nabla n$ from the start, and it yields a pointwise equation. The second needs only that the integrals in $V$, including (6), exist. It applies in a finite basis, where its matrix is the gradient of the energy restricted to that basis. Completeness matters when one wants to pass from the matrix to the operator.

The difference becomes visible if $v_\tau$ or $v_\sigma$ jumps across a surface with normal $\mathbf u$. Integrating the full form by parts on each side leaves a surface term multiplied by the arbitrary $\varphi^*$. It vanishes if

$$\tfrac12(1+v_\tau)\,\mathbf u\cdot\nabla\psi+2v_\sigma(\mathbf u\cdot\nabla n)\psi$$

is continuous there. The second derivation contains this matching condition already; in the first it has to be added.

Both derivations make the energy stationary with respect to the orbitals, and this is what makes the scheme a generalized Kohn-Sham scheme. All orbitals share one operator, but $\hat K\psi_i/\psi_i$ generally depends on $i$, so $\hat K$ is not a multiplicative potential. A Kohn-Sham calculation in the strict sense admits only orbitals generated by a common local potential. That is a smaller set, so for the same functional its minimum energy cannot lie below the generalized one.

Two limits show the meaning of $v_\tau$. If $v_\tau=0$, (4) is the Kohn-Sham operator of a gradient-corrected functional. If $v_\tau$ is a constant $c>-1$, the kinetic term is $-\tfrac12(1+c)\nabla^2$, that of a particle of mass $1/(1+c)$ in units of the electron mass. When $v_\tau$ varies, $1+v_\tau$ thus acts as a position-dependent inverse mass, in the operator order fixed by (1).

## Neon with TPSS and r2SCAN

The neon atom was solved self-consistently and without relativity in the cc-pVDZ basis, with (6) integrated numerically on an atom-centred grid. The total energies are $-128.911$ hartree with TPSS and $-128.867$ hartree with r2SCAN. This basis is small, and the numbers below belong to it. Two larger bases serve for comparison: cc-pVQZ and an even-tempered set of 22 s and 14 p Gaussians. In the latter the total energies are lower by 0.07 hartree. In the two larger bases the tabulated $v_\tau$ moves by up to 0.001 for TPSS and 0.003 for r2SCAN, mostly at 1 and 2 bohr. Each functional is evaluated at its own density, with these values of $v_\tau$:

| $r$ (bohr) | TPSS | r2SCAN |
|---|---|---|
| 0.1 | 0.0045 | 0.0058 |
| 0.3 | 0.0011 | 0.0058 |
| 0.6 | 0.0144 | 0.0290 |
| 1.0 | 0.0198 | 0.0383 |
| 2.0 | 0.0025 | 0.0722 |

For r2SCAN, the block of $K$ between the three s functions of the basis is, in hartree,

$$\begin{pmatrix}0.3704&-0.1977&0.0050\\-0.1977&0.2003&0.0365\\0.0050&0.0365&0.0409\end{pmatrix}.$$

The expectation values of $\hat K$ in the 1s, 2s and each 2p orbital are 0.18469, 0.03486 and 0.03686 hartree with TPSS, and 0.37011, 0.08794 and 0.10865 hartree with r2SCAN. Inserting the occupied orbitals in (6) and summing gives

$$f\sum_i\langle\psi_i|\hat K\psi_i\rangle=\int v_\tau\tau\,d^3r .$$

With two electrons in each of the five orbitals, the sums are

$$\text{TPSS: }2(0.18469+0.03486+3\times0.03686)=0.660\ \text{hartree},$$

$$\text{r2SCAN: }2(0.37011+0.08794+3\times0.10865)=1.568\ \text{hartree},$$

or 17.97 eV and 42.67 eV. These are contributions to the sum of occupied orbital energies, not separate parts of the total energy. Divided by the kinetic energies, 128.379 and 128.365 hartree, they give $\tau$-weighted averages of $v_\tau$ of 0.0051 and 0.0122. On average the operator changes the kinetic term by about half a percent with TPSS and by 1.2 percent with r2SCAN. In the larger bases the single expectation values move by up to 0.0013 hartree, the sums by up to 0.002 hartree and the kinetic energies by 0.3 hartree, while the averages stay at 0.0051 and 0.0122.

For any function in the basis, the ratio of the $T+K$ form to the kinetic form $T$ is an average of $1+v_\tau$ with weight $|\nabla\psi|^2$. It must lie between the extremes of $1+v_\tau$. On the integration grid these are 0.9992 and 1.4331 for TPSS, and 1.0000 and 1.0762 for r2SCAN. The generalized eigenvalues of $T+K$ relative to $T$ span the narrower ranges 1.004 to 1.017 and 1.008 to 1.061; in the even-tempered basis these widen to 1.000 to 1.020 and 1.001 to 1.067. The TPSS maximum is far above every value in the table. It belongs to a narrow peak close to the nucleus: in this basis $v_\tau$ is 0.013 at 0.01 bohr, 0.23 at 0.001 bohr, 0.43 at 0.0005 bohr and only 0.04 at 0.0001 bohr. The peak follows the basis and is not a converged property of the atom: its height is 0.29 near 0.0002 bohr in cc-pVQZ and 0.22 near 0.00008 bohr in the even-tempered set, where $v_\tau$ at 0.001 bohr is 0.013. The TPSS minimum shows that $v_\tau$ can be slightly negative while the combined kinetic form stays positive.

The orbital dependence is visible at $r=0.1$ bohr, where $\hat K\psi/\psi$ was computed from (1) with a central difference for the slope of $v_\tau$. For 1s and 2s it is $-0.064$ and $-0.046$ hartree with TPSS, and 0.518 and 0.766 hartree with r2SCAN. A local potential common to both orbitals could replace $\hat K$ only if the two quotients differed by a constant, which would merely shift an orbital energy. They do not: from 0.1 to 0.2 bohr, the 2s value minus the 1s value changes from 0.02 to $-0.12$ hartree with TPSS and from 0.25 to $-1.25$ hartree with r2SCAN. The radius 0.2 bohr lies close to the 2s node at 0.218 bohr, where the divisor is small, but the difference also changes farther from the node: at 0.05 bohr it is 0.17 hartree with TPSS and 0.14 hartree with r2SCAN. These pointwise values are sensitive to the basis. In the even-tempered set the quotients at 0.1 bohr are $-0.046$ and $-0.016$ hartree with TPSS and 0.505 and 0.760 hartree with r2SCAN, and the differences at 0.2 bohr are $-0.11$ and $-1.41$ hartree.

The gradient term in $\hat K$ also matters. If $-\tfrac12v_\tau\nabla^2$ alone is integrated radially between the s functions, the largest difference between an element and its transpose is 0.004 hartree with TPSS and 0.054 hartree with r2SCAN. The term $-\tfrac12\nabla v_\tau\cdot\nabla$ removes this asymmetry, as (5) requires.
